# Circular Absorption, Berry Curvature and Valley Selection in Two-Band Models

Take a honeycomb crystal whose gap comes from unequal site energies on its two sublattices, with time-reversal symmetry and without spin–orbit coupling. Its two valleys have the same band energies and the same joint density of states. If an absorption calculation uses these alone, it predicts that circularly polarized light fills both valleys equally. That prediction fails most severely at the band edge, where one valley can absorb strongly while the other absorbs nothing. The missing information is in how the Bloch states change with wavevector. For two bands, the difference between left and right circular absorption gives the Berry curvature, and their sum gives the trace of the quantum metric.

## Geometry of the filled band

Consider a two-dimensional crystal with one filled band $v$ and one empty band $c$, for one spin species. Their cell-periodic states $|v\rangle,|c\rangle$ are eigenstates of the Bloch Hamiltonian $H(\mathbf k)$, with energies $E_v<E_c$. Orbital positions are included in the Bloch phases, so that $\hbar^{-1}\partial_{\mathbf k}H$ is the velocity operator of the model. Electrons are independent, and scattering is neglected.

Write $\partial_i=\partial/\partial k_i$ and define

$$M_i=\langle c|\partial_i v\rangle,\qquad g_{ij}=\mathrm{Re}(M_i^*M_j). \tag{1}$$

A phase change $|v\rangle\to e^{i\chi(\mathbf k)}|v\rangle$ only multiplies $M_i$ by $e^{i\chi}$, because the term containing $\partial_i\chi$ is proportional to $\langle c|v\rangle=0$. Products $M_i^*M_j$ are therefore independent of the phase choice.

The tensor $g_{ij}$ is the quantum metric. Since $|c\rangle$ is the only state orthogonal to $|v\rangle$, the loss of overlap between neighbouring states is, to second order in $d\mathbf k$,

$$1-|\langle v(\mathbf k)|v(\mathbf k+d\mathbf k)\rangle|^2=|M_i\,dk_i|^2=g_{ij}\,dk_i\,dk_j, \tag{2}$$

with repeated indices summed.

The Berry curvature of the filled band is $\Omega=\partial_xA_y-\partial_yA_x$, where $A_i=i\langle v|\partial_i v\rangle$. The mixed second derivatives cancel, leaving

$$\Omega=i\left(\langle\partial_xv|\partial_yv\rangle-\langle\partial_yv|\partial_xv\rangle\right)=-2\,\mathrm{Im}\langle\partial_xv|\partial_yv\rangle. \tag{3}$$

To relate this to $M_i$, use $|c\rangle\langle c|=1-|v\rangle\langle v|$:

$$M_x^*M_y=\langle\partial_xv|\partial_yv\rangle-\langle\partial_xv|v\rangle\langle v|\partial_yv\rangle. \tag{4}$$

Differentiating $\langle v|v\rangle=1$ shows that $\langle v|\partial_iv\rangle$ is imaginary. The last product in (4) is then real, and comparison with (3) gives

$$M_x^*M_y=g_{xy}-\frac{i}{2}\Omega. \tag{5}$$

## The absorption rate

Differentiate $H|v\rangle=E_v|v\rangle$:

$$(\partial_iH)|v\rangle+H|\partial_iv\rangle=(\partial_iE_v)|v\rangle+E_v|\partial_iv\rangle.$$

Projection on $\langle c|$ removes the term with $\partial_iE_v$ and turns $H$ into $E_c$. Hence

$$\langle c|\partial_iH|v\rangle=-(E_c-E_v)M_i. \tag{6}$$

Let the light have the electric field

$$\boldsymbol{\mathcal E}(t)=\mathcal E_0\,\mathrm{Re}\left[\boldsymbol\epsilon_\pm e^{-i\omega t}\right],\qquad \boldsymbol\epsilon_\pm=\frac{\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2}. \tag{7}$$

Its components are $(\mathcal E_0/\sqrt2)(\cos\omega t,\pm\sin\omega t)$. For light travelling along $+z$, the upper sign rotates counterclockwise as seen by the receiver. It is called left circular here, and the lower sign right circular.

The electron charge is $-e$, so the field enters through $\mathbf k\to\mathbf k+e\mathbf A/\hbar$. From $\boldsymbol{\mathcal E}=-\partial_t\mathbf A$,

$$\mathbf A(t)=\mathrm{Re}\left[\frac{\mathcal E_0}{i\omega}\boldsymbol\epsilon_\pm e^{-i\omega t}\right].$$

To first order in the field, the perturbation is $(e/\hbar)\mathbf A\cdot\partial_{\mathbf k}H$. Its part proportional to $e^{-i\omega t}$, which absorbs a photon, has the amplitude

$$V_\pm=\frac{e\mathcal E_0}{2i\hbar\omega}\,\boldsymbol\epsilon_\pm\cdot\partial_{\mathbf k}H. \tag{8}$$

The factor $1/2$ comes from taking the real part. Equation (6) now gives

$$|\langle c|V_\pm|v\rangle|^2=\left(\frac{e\mathcal E_0}{2}\right)^2\left(\frac{E_c-E_v}{\hbar\omega}\right)^2|\boldsymbol\epsilon_\pm\cdot\mathbf M|^2.$$

In Fermi's golden rule the delta function sets $E_c-E_v=\hbar\omega$, so the squared energy ratio is one. The transition rate at $\mathbf k$ is

$$W_\pm=\frac{2\pi}{\hbar}\left(\frac{e\mathcal E_0}{2}\right)^2S_\pm\,\delta(E_c-E_v-\hbar\omega),\qquad S_\pm=|\boldsymbol\epsilon_\pm\cdot\mathbf M|^2. \tag{9}$$

The strength $S_\pm$ is an area. Expanding the square gives

$$S_\pm=\tfrac12\left[|M_x|^2+|M_y|^2+2\,\mathrm{Re}(\pm iM_x^*M_y)\right].$$

Since $\mathrm{Re}(\pm iz)=\mp\mathrm{Im}\,z$, and (5) gives $\mathrm{Im}(M_x^*M_y)=-\Omega/2$, the last term in the bracket is $\pm\Omega$. Therefore

$$S_\pm=\tfrac12(\mathrm{tr}\,g\pm\Omega), \tag{10}$$

$$S_+-S_-=\Omega,\qquad S_++S_-=\mathrm{tr}\,g. \tag{11}$$

The curvature is thus the preference of the transition for one sense of rotation. The metric trace is its total strength, without regard to handedness. Because neither strength can be negative, $|\Omega|\le\mathrm{tr}\,g$.

## From one wavevector to a spectrum

The field (7) has the constant squared magnitude $\mathcal E_0^2/2$, so the incident intensity is $\varepsilon_0c\,\mathcal E_0^2/2$. Consider normal incidence on a thin free-standing sheet, and neglect the sheet's effect on the field that drives it. For a sheet with real conductance, that effect would replace the total fraction $a_\pm$, summed over valleys and spins, by $a_\pm/(1+a_\pm/2)^2$, a relative reduction of a few percent for the values found below. The absorbed fraction is the absorbed power per area divided by the intensity:

$$a_\pm=\frac{2\hbar\omega}{\varepsilon_0c\,\mathcal E_0^2}\int\frac{d^2k}{(2\pi)^2}\,W_\pm.$$

Inserting (9), the factors in front of the remaining integral are

$$\frac{2\hbar\omega}{\varepsilon_0c\,\mathcal E_0^2}\cdot\frac{2\pi}{\hbar}\cdot\frac{e^2\mathcal E_0^2}{4}\cdot\frac1{4\pi^2}=\frac{e^2\omega}{4\pi\varepsilon_0c}=\alpha\hbar\omega,$$

where $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ is the fine-structure constant. Thus

$$a_\pm(\omega)=\alpha\hbar\omega\int d^2k\,S_\pm\,\delta(E_c-E_v-\hbar\omega). \tag{12}$$

A measurement at one frequency therefore samples curvature and metric on the contour $E_c-E_v=\hbar\omega$, weighted by the joint density of states. If $\Omega$ and $\mathrm{tr}\,g$ are constant on that contour, the weight cancels in the ratio:

$$\frac{a_+-a_-}{a_++a_-}=\frac{\Omega}{\mathrm{tr}\,g}. \tag{13}$$

To collect the whole band, divide (12) by $\omega$ and integrate over frequency. The delta function gives $\int\hbar\,d\omega\,\delta(E_c-E_v-\hbar\omega)=1$, so

$$\int_0^\infty\frac{d\omega}{\omega}(a_+-a_-)=\alpha\int d^2k\,\Omega=2\pi\alpha C, \tag{14}$$

$$\int_0^\infty\frac{d\omega}{\omega}(a_++a_-)=\alpha\int d^2k\,\mathrm{tr}\,g\ \ge\ 2\pi\alpha|C|. \tag{15}$$

Here $C=(2\pi)^{-1}\int d^2k\,\Omega$ is the Chern number, with the integral taken over the full Brillouin zone. The inequality follows from $\mathrm{tr}\,g\ge|\Omega|$. In a square-lattice model with $C=-1$, the numerical check sums $S_+-S_-$ and $S_++S_-$ over the Brillouin zone. By (12), these sums multiplied by $\alpha$ equal the left sides of (14) and (15). It finds $-1.000000$ and $1.425$, both in units of $2\pi\alpha$.

## When one handedness is dark

From (10), $4S_+S_-=(\mathrm{tr}\,g)^2-\Omega^2$. The squared modulus of (5) is $|M_x|^2|M_y|^2=g_{xx}g_{yy}$, so

$$\frac{\Omega^2}{4}=g_{xx}g_{yy}-g_{xy}^2.$$

Substitution gives

$$4S_+S_-=(g_{xx}+g_{yy})^2-4g_{xx}g_{yy}+4g_{xy}^2=(g_{xx}-g_{yy})^2+4g_{xy}^2. \tag{16}$$

For two bands, at a given $\mathbf k$, at least one handedness is dark if and only if the metric is isotropic, meaning $g_{xx}=g_{yy}$ and $g_{xy}=0$. A nonzero curvature alone is not enough.

## The massive Dirac valley

Near a valley labelled by $\tau=\pm1$, take

$$H=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z,\qquad \Delta>0, \tag{17}$$

where $v$ now also denotes the Dirac speed. The energies are $\pm E$ with $E=\sqrt{\Delta^2+\hbar^2v^2k^2}$, and the gap is $E_g=2\Delta$. Define the angles $\theta$ and $\beta$ by

$$\cos\theta=\frac{\Delta}{E}\equiv x,\qquad \sin\theta=\frac{\hbar vk}{E},\qquad (\tau k_x,k_y)=k(\cos\beta,\sin\beta).$$

The eigenstates are

$$|c\rangle=\begin{pmatrix}\cos\frac\theta2\\ e^{i\beta}\sin\frac\theta2\end{pmatrix},\qquad |v\rangle=\begin{pmatrix}\sin\frac\theta2\\-e^{i\beta}\cos\frac\theta2\end{pmatrix}. \tag{18}$$

The operator that couples to the light is

$$\boldsymbol\epsilon_\pm\cdot\partial_{\mathbf k}H=\frac{\hbar v}{\sqrt2}(\tau\sigma_x\pm i\sigma_y)=\frac{\tau\hbar v}{\sqrt2}(\sigma_x+is\sigma_y),\qquad s=\pm\tau, \tag{19}$$

because $1/\tau=\tau$. The matrix $\sigma_x+i\sigma_y$ has a single nonzero element, equal to 2, which takes the lower component to the upper one. The matrix $\sigma_x-i\sigma_y$ does the reverse. With (18), the moduli of their elements between $v$ and $c$ are

$$2\cos^2\tfrac\theta2=1+x\quad(s=+1),\qquad 2\sin^2\tfrac\theta2=1-x\quad(s=-1).$$

Both cases are contained in $1+sx=1\pm\tau x$. Squaring, and dividing by the squared gap $(2E)^2$ as (6) requires, gives

$$S_\pm=\frac{(\hbar v)^2}{2}\,\frac{(1\pm\tau x)^2}{4E^2}=\frac{(\hbar v)^2(1\pm\tau x)^2}{8E^2}. \tag{20}$$

The difference and sum, by (11), are

$$\Omega=\tau\frac{(\hbar v)^2\Delta}{2E^3},\qquad \mathrm{tr}\,g=\frac{(\hbar v)^2(1+x^2)}{4E^2}. \tag{21}$$

At the edge $k=0$, $x=1$ and $|\Omega|=\mathrm{tr}\,g$. The reason is visible in (18): the empty state there lies wholly on the upper component and the filled state on the lower. Only the operator with $s=+1$ connects them, so left light acts in the valley $\tau=+1$ and right light in $\tau=-1$. Away from the edge both states have both components, and the forbidden transition becomes weakly allowed.

For the spectrum, $E^2=\Delta^2+(\hbar vk)^2$ implies $k\,dk=E\,dE/(\hbar v)^2$. Since the gap at $\mathbf k$ is $2E$,

$$\int d^2k\,\delta(2E-\hbar\omega)=\frac{2\pi}{(\hbar v)^2}\int E\,dE\,\delta(2E-\hbar\omega)=\frac{\pi E}{(\hbar v)^2}\bigg|_{E=\hbar\omega/2}. \tag{22}$$

Inserting (20) and (22) into (12), with $\hbar\omega=2E$,

$$a_\pm=\alpha\,(2E)\,\frac{\pi E}{(\hbar v)^2}\,\frac{(\hbar v)^2(1\pm\tau x)^2}{8E^2}=\frac{\pi\alpha}{4}(1\pm\tau x)^2,\qquad x=\frac{E_g}{\hbar\omega}, \tag{23}$$

for $\hbar\omega>E_g$. The speed has cancelled: a larger $v$ raises the strength and lowers the density of states by the same factor. As $\hbar\omega\to E_g$ from above, the favoured valley absorbs the fraction $\pi\alpha$ per spin and the other absorbs nothing. Far above the gap, where $x\to0$, both tend to $\pi\alpha/4$ within this model.

For left light, define the valley polarization of the created carriers, before any scattering, as the difference of the two valley rates over their sum. From (23),

$$\eta=\frac{(1+x)^2-(1-x)^2}{(1+x)^2+(1-x)^2}=\frac{2x}{1+x^2}. \tag{24}$$

Let $d=(\hbar\omega-E_g)/E_g$ be the excess photon energy relative to the gap, so that $x=1/(1+d)$. Then

$$1-\eta=\frac{(1-x)^2}{1+x^2}=\frac{d^2}{1+(1+d)^2}. \tag{25}$$

Within the linear model (17) the loss begins as $d^2/2$, so a small excess energy costs little selectivity. On a honeycomb lattice, terms of second order in $k$ (trigonal warping) make the metric anisotropic away from the edge, and the loss then begins linearly in $d$. With nearest-neighbour hopping, $E_g=1.6$ eV, $\hbar v=0.329$ eV nm and a lattice constant of $0.319$ nm, it starts as about $0.20\,d$, and at $\hbar\omega=1.7$ eV it is $0.016$ instead of the $0.0018$ given by (25).

Perfect selection does not mean that the crystal as a whole is dichroic. With two equivalent valleys, (23) sums to $(\pi\alpha/2)(1+x^2)$ for either handedness. The light creates carriers in different valleys, but its total absorption does not reveal which.

## A numerical example

Take the round model parameters $E_g=1.6$ eV and $v=5\times10^5$ m/s, for which $\hbar v=0.32911$ eV nm. At a photon energy of $2.0$ eV, $E=1.0$ eV and $x=0.8$. The resonant circle has radius

$$k=\frac{\sqrt{1.0^2-0.8^2}}{0.32911}\ \mathrm{nm^{-1}}=1.823\ \mathrm{nm^{-1}}.$$

For $\tau=+1$, (21) gives

$$\Omega=\frac{0.32911^2\times0.8}{2\times1.0^3}=0.0433\ \mathrm{nm^2},\qquad \mathrm{tr}\,g=\frac{0.32911^2\times1.64}{4\times1.0^2}=0.0444\ \mathrm{nm^2}.$$

With $\pi\alpha=2.2925\%$, (23) gives $a_+=(2.2925\%/4)(1.8)^2=1.857\%$ and $a_-=(2.2925\%/4)(0.2)^2=0.023\%$. The valley polarization is $\eta=1.6/1.64=0.976$. Other photon energies give the following values for the same valley and one spin.

| $\hbar\omega$ (eV) | $a_+$ (%) | $a_-$ (%) | $\eta$ |
|---|---|---|---|
| 1.6, from above | 2.293 | 0.000 | 1.000 |
| 1.7 | 2.160 | 0.002 | 0.998 |
| 2.4 | 1.592 | 0.064 | 0.923 |
| 3.2 | 1.290 | 0.143 | 0.800 |

These values belong to the linear model (17), which holds only while $k$ is small compared with the size of the Brillouin zone. On a nearest-neighbour honeycomb lattice with the same gap and speed and a lattice constant of $0.319$ nm, $\eta$ is $0.984$, $0.901$ and $0.720$ at $1.7$, $2.0$ and $2.4$ eV. The two valleys merge at a photon energy of $2.87$ eV, so the row at $3.2$ eV has no counterpart on that lattice.

The frequency-weighted difference can also be followed. Equation (23) gives $a_+-a_-=\pi\alpha x$ for $\tau=+1$. Up to a photon energy $w_m$, its weight is

$$\int_{E_g}^{w_m}\frac{dw}{w}\,\pi\alpha\frac{E_g}{w}=\pi\alpha\left(1-\frac{E_g}{w_m}\right). \tag{26}$$

At $w_m=3.2$ eV this is half of $\pi\alpha$, or $0.01146$. As $w_m\to\infty$ it tends to $\pi\alpha$, which by the first equality in (14) corresponds to a curvature integral of $\pi$. This is half the value for $C=1$. There is no contradiction with an integer Chern number, because one Dirac valley is not a complete Brillouin zone.

The golden rule can be compared with a direct solution of the time-dependent Schrödinger equation. Give the vector potential, and with it the perturbation (8), a Gaussian envelope $e^{-t^2/2T^2}$ and tune its frequency to the gap at $\mathbf k$. To first order, the resonant part of the perturbation produces an amplitude of modulus $|\langle c|V_\pm|v\rangle|/\hbar$ times the area $\sqrt{2\pi}\,T$ of the envelope. The excitation probability is therefore

$$P_\pm=\left(\frac{e\mathcal E_0}{2\hbar}\right)^22\pi T^2S_\pm. \tag{27}$$

For $\mathcal E_0=10^5$ V/m, $T=20$ fs and $\mathbf k=(1.5,1.0)$ nm$^{-1}$ in the valley $\tau=+1$, the solved probabilities are $6.436\times10^{-7}$ for left and $7.665\times10^{-9}$ for right light. Both differ from (27) by less than one part in ten thousand of the predicted value. At $k=0$, a left pulse excites the valley $\tau=+1$ with probability $1.227\times10^{-6}$, and the other valley with less than a millionth of that.

## An edge without perfect selection

The condition from (16) can fail at a band edge. Consider a honeycomb lattice with bond length $a$, site energies $\pm m$ with $m>0$, and hopping $t_1$ on the bonds along $y$ but $t$ on the other two types. All positions are kept fixed. The off-diagonal element of $H$ is

$$f=t_1e^{ik_ya}+2t\cos\left(\tfrac{\sqrt3}{2}k_xa\right)e^{-ik_ya/2}, \tag{28}$$

and the gap is $2\sqrt{m^2+|f|^2}$. For $0<t_1<2t$ it takes its smallest value, $2m$, where $f=0$. This happens at $k_y=0$ and $\cos(\sqrt3k_xa/2)=-t_1/2t$, at two opposite values of $k_x$. There,

$$|\partial_xf|=\sqrt3\,at\sqrt{1-\frac{t_1^2}{4t^2}}\equiv\hbar v_x,\qquad \partial_yf=ia\left(t_1+\tfrac{t_1}{2}\right)=\tfrac{3i}{2}at_1\equiv i\hbar v_y. \tag{29}$$

The derivative $\partial_xf$ is real, with opposite signs in the two valleys. At the edge the filled and empty states each occupy one sublattice, so $\langle c|\partial_iH|v\rangle=\partial_if$. The strengths $S_\pm$ are then proportional to $|\partial_xf\pm i\partial_yf|^2$. One is proportional to $(v_x+v_y)^2$ and the other to $(v_x-v_y)^2$, with their roles exchanged between valleys. Hence

$$|\eta_{\rm edge}|=\frac{(v_x+v_y)^2-(v_x-v_y)^2}{(v_x+v_y)^2+(v_x-v_y)^2}=\frac{2v_xv_y}{v_x^2+v_y^2}. \tag{30}$$

This is one only for $v_x=v_y$. By (29), that requires $3t^2-\tfrac34t_1^2=\tfrac94t_1^2$, or $t_1=t$. For $t_1/t=1.2$ the edge polarization is $0.967$, and for $1.6$ it is $0.729$. An open gap is thus not enough for perfect selection: the edge must also be isotropic. The size of the gap does not enter (30).

## More bands and interactions

With one filled band and several empty ones, the projector used in (4) becomes $1-|v\rangle\langle v|=\sum_c|c\rangle\langle c|$. Equations (10) and (11) then hold for the strengths summed over all empty bands:

$$\sum_cS_\pm^{(c)}=\tfrac12(\mathrm{tr}\,g\pm\Omega),\qquad S_\pm^{(c)}=\frac{|\langle c|\boldsymbol\epsilon_\pm\cdot\partial_{\mathbf k}H|v\rangle|^2}{(E_c-E_v)^2}. \tag{31}$$

Each transition occurs at its own photon energy and carries its own squared gap. The dichroism of a single pair of bands is in general not the full curvature. Equation (16) also relied on having only two bands, and an isotropic metric no longer guarantees a dark handedness. A filled $s$ level coupled equally to empty $p_x$ and $p_y$ levels has an isotropic metric at $\mathbf k=0$ and absorbs both handednesses equally. The numerical check includes a three-band model in which the sum satisfies (31) while the lowest pair alone does not reproduce $\Omega$.

Electron–hole attraction imposes a different limit. An exciton combines transitions from many wavevectors with definite relative phases, so its absorption is not a sum of the separate rates (9). Equations (12) and (23) therefore describe the independent-electron spectrum, and a measured exciton line cannot be converted into a local curvature by (13) alone.

## Table of computed values

```
Gap: 1.60 eV; speed: 5.00e+05 m/s
hbar*v: 0.32911 eV nm
pi*alpha: 2.29253 %
Valley tau=+1; fractions a+ (left), a- (right) per spin
(1.60 eV row: limit from above the gap)
Photon 1.60 eV: k 0.0000 1/nm, x 1.0000
  curvature 0.08462 nm^2, metric trace 0.08462 nm^2
  a+ 2.2925 %, a- 0.0000 %, valley polarization 1.00000
Photon 1.70 eV: k 0.8728 1/nm, x 0.9412
  curvature 0.07055 nm^2, metric trace 0.07068 nm^2
  a+ 2.1597 %, a- 0.0020 %, valley polarization 0.99817
Photon 2.00 eV: k 1.8231 1/nm, x 0.8000
  curvature 0.04332 nm^2, metric trace 0.04441 nm^2
  a+ 1.8570 %, a- 0.0229 %, valley polarization 0.97561
Photon 2.40 eV: k 2.7177 1/nm, x 0.6667
  curvature 0.02507 nm^2, metric trace 0.02716 nm^2
  a+ 1.5920 %, a- 0.0637 %, valley polarization 0.92308
Photon 3.20 eV: k 4.2103 1/nm, x 0.5000
  curvature 0.01058 nm^2, metric trace 0.01322 nm^2
  a+ 1.2895 %, a- 0.1433 %, valley polarization 0.80000
k sum at 2.40 eV, line width 0.010 eV:
  a+ 1.5921 %
  a- 0.0637 %
Dichroic weight up to 3.2 eV: 0.011463
  as a share of pi*alpha: 0.5000
Pulse: field 1.0e+05 V/m, duration 20 fs
Excitation at k = (1.5, 1.0) 1/nm, tau=+1:
  left : solved 6.4354e-07, predicted 6.4359e-07
  right: solved 7.6641e-09, predicted 7.6647e-09
Left pulse at the band edge k = 0:
  tau=+1: 1.2271e-06; tau=-1 below 1e-6 of it: True
Square lattice, mass 1.0: Chern number -1.0000
  dichroic weight/(2 pi alpha): -1.000000
  summed weight/(2 pi alpha): 1.425124
Honeycomb edge, |polarization| for bond ratio t1/t:
  1.0: 1.00000
  1.2: 0.96673
  1.6: 0.72928
```
